Surface chromium recovery in an oxidized alloy after sealing

An alloy that grows a chromia scale at high temperature supplies the scale with chromium from the metal beneath it. The metal next to the scale becomes poorer in chromium than the bulk. If the demand then stops while the alloy stays hot, chromium diffuses in from the interior and the surface recovers. How much of the surface depletion is left after a given time affects how well the surface can form a new protective scale if the old one is lost.

**Model and conventions**

The alloy fills x > 0 and its surface is the plane x = 0. The bulk concentration is C0. During an exposure of length t0 the surface is held at Cs < C0. The surface is then sealed, so that no chromium crosses it, and t is the time since sealing. The diffusivity D is constant and the surface does not move; both restrictions are examined below. The algebra contains no electronic constants and holds in any consistent units, atomic units included.

Let ΔC = C0 − Cs and define the depletion

u = (C0 − C)/ΔC.

It is 0 in the bulk and 1 at the exposed surface. Since C obeys the diffusion equation and u is linear in C, u obeys it too:

∂u/∂t = D ∂²u/∂x².

The result derived below is

u(0,t) = (2/π) arctan √(t0/t).

This is the surface depletion divided by its value at sealing. It is not the fraction of the missing chromium that is still missing: a sealed alloy gains no chromium, so its total deficit stays constant while it spreads inward.

**The profile left by the exposure**

Let s be the time since the exposure began. The initial and boundary values contain no length, so try u = F(η) with η = x/(2√(Ds)). The chain rule gives

∂u/∂s = −η F′/(2s),  ∂²u/∂x² = F″/(4Ds).

The diffusion equation becomes F″ = −2ηF′, hence F′ = A exp(−η²). The conditions F(0) = 1 and F(∞) = 0 require A·(√π/2) = −1, so A = −2/√π and

u = 1 − (2/√π) ∫₀^η exp(−v²) dv = erfc[x/(2√(Ds))].

Chromium moves towards the surface, in the direction of −x. Counted positive when it leaves the metal, the flux is J = D ∂C/∂x = −D ΔC ∂u/∂x at x = 0. There ∂u/∂x = −1/√(πDs), and the two minus signs cancel:

J(s) = ΔC √(D/(πs)).

Its integral from 0 to t0 is the chromium deficit per unit area,

M = 2ΔC √(D t0/π).

**Sealing as reflection**

After sealing, the boundary condition is ∂u/∂x = 0 at x = 0. Extend the profile at sealing, U(x) = erfc[x/(2√(D t0))], to negative x as the even function U(|x|), and let it spread in an infinite medium. The solution stays even, so its slope at x = 0 vanishes and the sealed condition is met.

In the infinite medium a unit source spreads as

G(x,t) = (4πDt)^(−1/2) exp[−x²/(4Dt)].

This satisfies the diffusion equation, because both ∂G/∂t and D ∂²G/∂x² equal G[x²/(4Dt²) − 1/(2t)]. It has unit area and narrows to a point as t → 0, so adding such sources with weight U(|x|) reproduces the starting profile. At the surface the two halves contribute equally. The factor 2 turns 2/√(4πDt) into 1/√(πDt):

u(0,t) = (πDt)^(−1/2) ∫₀^∞ exp[−x²/(4Dt)] erfc[x/(2√(D t0))] dx.

Substitute x = 2√(Dt) y and write a = √(t/t0). The prefactor becomes 2/√π and the argument of erfc becomes ay. With erfc = 1 − erf and ∫₀^∞ exp(−y²) dy = √π/2,

u(0,t) = 1 − (2/√π) I(a),  I(a) = ∫₀^∞ exp(−y²) erf(ay) dy.

Differentiate with respect to a. Since ∂erf(ay)/∂a = (2/√π) y exp(−a²y²),

I′(a) = (2/√π) ∫₀^∞ y exp[−(1 + a²)y²] dy = 1/[√π (1 + a²)].

Differentiation under the integral is allowed because the new integrand never exceeds (2/√π) y exp(−y²), which is integrable and independent of a. As I(0) = 0, integration gives I(a) = arctan(a)/√π. Therefore

u(0,t) = 1 − (2/π) arctan a = (2/π)(π/2 − arctan a) = (2/π) arctan(1/a).

The last step holds for a > 0, where arctan a and arctan(1/a) are the two acute angles of a right triangle. With 1/a = √(t0/t) this is the stated result.

**The same result from the flux history**

A second derivation follows the chromium as it leaves, and it also handles other histories. An amount m per unit area removed at the surface leaves a deficit that spreads into the half-space. By reflection, its surface value after a time τ is m/√(πDτ). The diffusion equation is linear, so for any outward flux J(s) from an initially uniform alloy the depletion at total time T is

u(0,T) = (1/ΔC) ∫₀^T J(s)/√(πD(T − s)) ds.

Here J is ΔC√(D/(πs)) up to t0 and zero afterwards, and T = t0 + t. The diffusivity cancels:

u = (1/π) ∫₀^{t0} ds/√[s(T − s)].

Put s = T sin²φ. Then ds = 2T sin φ cos φ dφ, and the square root is T sin φ cos φ. The integrand is the constant 2, and

u = (2/π) φ0,  sin φ0 = √(t0/T).

Since cos φ0 = √(t/T), tan φ0 = √(t0/t), and the two derivations agree. At t = 0 the angle is π/2 and u = 1, as the fixed surface concentration demands.

**Early, middle and late times**

For t much smaller than t0, arctan a ≈ a gives

u(0,t) ≈ 1 − (2/π)√(t/t0).

Recovery starts with an infinite rate because the profile has a finite slope at the moment of sealing, which the no-flux condition removes at once at the surface.

At t = t0 the arctangent is π/4 and half of the surface depletion remains.

For t much larger than t0, arctan z = z − z³/3 + … with z = √(t0/t) gives

u(0,t) ≈ (2/π)√(t0/t),

with a leading relative correction of −t0/(3t). This equals M/[ΔC√(πDt)], the surface value of the whole deficit M released at a single instant. The details of the exposure have faded and its total deficit remains. In this regime, halving the depletion takes four times as long.

To find the time at which a fraction f remains, invert the law:

t = t0 cot²(πf/2),  0 < f < 1.

**Changing temperature, and use in code**

If D varies with time but not with position, define θ = ∫D dt. Then ∂u/∂θ = ∂²u/∂x², and the derivation holds with θ in place of Dt. With θ0 accumulated during exposure and θ1 after sealing,

u(0) = (2/π) arctan √(θ0/θ1).

For constant values D0 and D1 in the two stages, θ0/θ1 = D0 t0/(D1 t). A two-argument arctangent, atan2(√θ0, √θ1), avoids division by zero at the moment of sealing.

The law must not be applied piecewise. The fraction left after 100 h of sealing in the example below is 0.5000. Cubing it for three successive periods would give 0.125, whereas the fraction after 300 h is 0.3333. The profile after partial recovery is no longer an error function, so the surface value alone does not determine what follows. Keep t0 and the full time since sealing. For a second exposure, use the flux integral if the flux is known, or solve the diffusion equation numerically.

**Worked example**

The parameters are round numbers in the rough regime of chromia-forming nickel-base alloys near 1273 K: D = 1.0 × 10⁻¹¹ cm²/s, 20 at.% Cr in the bulk, 10 at.% at the exposed surface, and t0 = 100 h.

The exposure lasts 3.6 × 10⁵ s, and D is 10³ nm²/s. The diffusion length is therefore

√(D t0) = √(3.6 × 10⁸ nm²) ≈ 19000 nm.

After 900 h of sealing at the same temperature, √(t0/t) = 1/3, and

u = (2/π) arctan(1/3) = 0.63662 × 0.32175 = 0.2048.

The surface then contains 20 − 10 × 0.2048 = 17.95 at.% Cr. A finite-volume solution that starts from uniform alloy and runs through both stages also gives 0.2048.

Recovery is quick at first and then slow. The surface reaches 15 at.% after 100 h and 16.7 at.% after 300 h, but 19 at.% takes about 4000 h. For a target of 18 at.%, f = (20 − 18)/10 = 0.2, and

t = 100 h × cot²(0.1π) = 947 h = 39.5 days.

At a common temperature D does not affect these times. It sets the depth of the depleted zone, and through that depth it decides whether the half-space model applies.

**Finite thickness**

Consider a sheet oxidized and sealed on both faces, with half-thickness L. By symmetry its mid-plane passes no flux. The deficit cannot leave, so at long times it becomes uniform and u tends to a floor:

u∞ = M/(ΔC L) = 2√(D t0/π)/L.

This value of M assumes that the mid-plane was not yet felt during exposure. The numerator is 21409 nm here. For a sheet 10⁶ nm thick, L = 5 × 10⁵ nm and the floor is 0.043. At 900 h the numerical solution still gives 0.2048, the half-space value.

For a foil 2 × 10⁵ nm thick the floor is 0.214. The half-space value of 0.205 already lies below it, which is impossible in the foil; the numerical solution gives 0.228. Setting the late-time law equal to the floor gives the time at which the half-space model has clearly failed:

t ≈ L²/(πD).

For the foil this is 10¹⁰ nm²/(π × 10³ nm²/s) ≈ 3.2 × 10⁶ s, or about 880 h. This marks gross failure, not its onset: the half-space law is already about 1 per cent too low near 460 h and 5 per cent too low near 690 h. Longer holds cannot restore the foil beyond its floor.

**An imperfect seal**

Suppose that a constant outward flux remains after sealing, equal to a fraction q of the flux at the end of exposure, ΔC√(D/(πt0)). The flux integral adds

q√(D/(πt0)) ∫₀^t ds/√(πD(t − s)) = (2q/π)√(t/t0),

because the integral equals 2√t/√(πD). For q = 0.01 and t/t0 = 9 the addition is 0.0191, and the depletion rises from 0.2048 to 0.2239. A leak of one per cent in flux thus raises the remaining depletion by 9 per cent of its value.

The leak also limits the useful length of the hold. With a² = t/t0, the total depletion is (2/π)[arctan(1/a) + qa]. Its derivative with respect to a vanishes when 1/(1 + a²) = q, or

t = t0(1/q − 1),  0 < q < 1.

Before this time the surface recovers; after it, the leak wins and the surface loses chromium again. For q = 0.01 the turning point is 99 t0, provided the leak stays constant and the half-thickness is large compared with √(D t) at that time. The foil above fails this condition, and its surface turns already near 13 t0.

**Recession of the metal surface**

The removal of chromium also consumes metal. Let N0 and Ns be the bulk and surface atomic fractions, and ΔN = N0 − Ns. Assume that only chromium leaves and that the volume per atom is constant. The surface then moves to X(s) = 2γ√(Ds), measured in the frame of the deep alloy. The volume lost per unit area and time, X′, consists of chromium alone. It is supplied by diffusion and by the chromium in the metal consumed:

X′ = D ∂N/∂x + Ns X′.

The profile that equals 1 at the moving surface is u = erfc[x/(2√(Ds))]/erfc γ. Its gradient gives D ∂N/∂x = ΔN √(D/(πs)) exp(−γ²)/erfc γ, while X′ = γ√(D/s). Hence

γ(1 − Ns) = ΔN exp(−γ²)/(√π erfc γ).

For N0 = 0.20 and Ns = 0.10 the root is γ = 0.0675, and the surface recedes by about 2600 nm in 100 h. With z the depth below the receded surface, the profile at sealing is

U(z) = erfc[γ + z/(2√(D t0))]/erfc γ.

Used in the reflection integral, it leaves 0.197 at 900 h, 4 per cent below the fixed-surface value. The sign is general within this model. The logarithm of erfc is concave and zero at zero, so erfc(γ + w) ≤ erfc γ · erfc w for positive γ and w. The shifted profile therefore lies nowhere above the unshifted one, and the positive kernel preserves that order.

**Diffusivity and temperature**

Let D vary linearly with u in both stages, with its bulk value held fixed. If D is 1.5 times larger at full depletion, 0.224 remains at 900 h; if it is 1.5 times smaller, 0.187 remains. In this example, faster diffusion in the depleted metal thus leaves more surface depletion.

In this example, a temperature difference of 25 K between the stages has a larger effect. With a rough activation energy Q = 2.8 eV, a sealed hold at 1298 K after exposure at 1273 K has

D1/D0 = exp[(Q/k)(1/1273 K − 1/1298 K)] = 1.635,

where k is the Boltzmann constant. The effective time ratio is 9 × 1.635 = 14.7, and the remaining fraction is 0.162 instead of 0.205, a relative change of −21 per cent.

Grain boundaries add fast paths. Square columnar grains of size d with boundaries of width δ have a boundary area fraction of about 2δ/d. For δ = 0.5 nm, d = 50000 nm and a boundary diffusivity 10⁴ times that of the lattice, all rough values, the boundaries carry 0.20 times the lattice transport. If this raised D by 20 per cent after sealing but not before, 0.188 would remain. A common increase in both stages would cancel. These are estimates, not bounds: the diffusion length during exposure is shorter than the grain size, so a single averaged diffusivity is doubtful.

**The model beside real alloys**

The diffusivity and the bulk chromium content are of the right rough size for chromia-forming nickel-base alloys near 1273 K. The surface concentration of 10 at.% is a chosen value; in practice it depends on the alloy and on the growth rate of the scale. As chromia occupies roughly twice the volume of the chromium metal it contains, the calculated recession corresponds to a scale roughly 5000 to 5500 nm thick, a plausible size for 100 h.

The assumption most at risk is the seal. A scale left in an oxidizing gas continues to grow and to draw chromium, so an intact scale is not by itself a seal. The oxygen supply must be cut off, and chromium loss by evaporation must be small. In the example each per cent of residual flux adds 0.019 to the remaining fraction, or about 0.2 at.% to the chromium missing at the surface. Chromium returned by a dissolving scale would act with the opposite sign. Carbides that release chromium would add a source inside the metal, which is not included here.

The values for the individual cases are collected in the numerical output.

Numbers as computed

```
Temperature: 1273 K
Diffusivity D: 1.0e-11 cm2/s
Bulk Cr: 20.0 at.%
Surface Cr during exposure: 10.0 at.%
Exposure time t0: 100 h
Main sealed time t: 900 h
Diffusion length sqrt(D t0): 18974 nm
Deficit length 2 sqrt(D t0/pi): 21409 nm
Sealed 1 h: retained 0.9365 (no unit), surface Cr 10.63 at.%
Sealed 25 h: retained 0.7048 (no unit), surface Cr 12.95 at.%
Sealed 100 h: retained 0.5000 (no unit), surface Cr 15.00 at.%
Sealed 300 h: retained 0.3333 (no unit), surface Cr 16.67 at.%
Sealed 900 h: retained 0.2048 (no unit), surface Cr 17.95 at.%
Sealed 4000 h: retained 0.0998 (no unit), surface Cr 19.00 at.%
Simulated retained fraction, main case: 0.2048 (no unit)
Largest error of simulated erfc profile: 3.7e-06 (no unit)
Target surface Cr: 18.0 at.%
Target retained fraction: 0.200 (no unit)
Time to target: 947 h = 39.5 days
Neglected effects at the main sealed time (fractions have no unit):
Recession parameter gamma: 0.0675 (no unit)
Metal recession in exposure: 2563 nm
Retained with recession: 0.1966
Leak / flux at end of exposure: 0.010
Depletion added by leak: 0.0191
Retained with leak: 0.2239
Sheet thickness: 1000000 nm
Sheet retained: 0.2048, floor 0.0428
Foil thickness: 200000 nm
Foil retained: 0.2280, floor 0.2141
Retained, D x 1.5 at full depletion: 0.2240
Retained, D / 1.5 at full depletion: 0.1872
Activation energy: 2.8 eV
Sealed hold hotter by: 25 K
D factor of hotter hold: 1.635 (no unit)
Retained in hotter hold: 0.1623
Grain-boundary width: 0.5 nm
Grain size: 50000 nm
Boundary D / lattice D: 1e+04 (no unit)
Boundary / lattice transport: 0.20 (no unit)
Retained, boundaries after sealing only: 0.1880
```
